# Vapour pressure and thermal life of a heated precursor stock

## Problem

A liquid precursor for vapour deposition has a saturation pressure $P_0=1$ torr at $T_0=373$ K. Its enthalpy of vaporisation is $H=70$ kJ/mol, taken as constant. It decomposes by a first-order reaction with barrier $E=140$ kJ/mol and prefactor $A=10^{13}\ \mathrm{s^{-1}}$. The whole stock is held continuously at the source temperature $T$.

(a) Find the lowest source temperature that can deliver the precursor at a partial pressure of 5 torr.

(b) Show that no source temperature gives both this delivery pressure and a half-life of at least 30 days.

(c) Find the highest pressure that is compatible with a 30-day half-life, and the change in each of $E$, $A$ and $H$, taken alone, that would remove the conflict.

(d) Suppose the stock is hot for only part of each day and is otherwise kept at 298 K. How long may it be hot?

(e) Suppose that each decomposed molecule leaves one involatile molecule dissolved in the liquid, and that the source is heated further to keep the delivery at 5 torr. How long does it take to lose half of the precursor?

## Assumptions

"Pressure" means the partial pressure of intact precursor, not the total pressure, which may include carrier gas and gaseous decomposition products. The vapour is ideal, and its molar volume is much larger than that of the liquid. There is no pressure loss between source and delivery point, and the vapour is not compressed after leaving the source. The half-life counts chemical loss alone. Withdrawal of vapour shrinks the stock, but in a first-order reaction it does not change the fraction of the remaining molecules that decomposes per unit time.

Parts (a) to (d) treat the liquid as pure precursor. Part (e) drops that assumption.

## Solution

### (a) The temperature needed for delivery

Along the liquid–vapour coexistence line the Clapeyron equation reads

$$\frac{dP}{dT}=\frac{H}{T\,\Delta V},$$

where $\Delta V$ is the molar volume of the vapour minus that of the liquid. Neglecting the liquid volume and using the ideal-gas law gives $\Delta V=RT/P$. Substituting this and dividing by $P$,

$$\frac{d\ln P}{dT}=\frac{H}{RT^2}.$$

With $H$ constant, the integral of $1/T^2$ from $T_0$ to $T$ is $1/T_0-1/T$. Hence

$$\ln\frac{P_{\rm sat}(T)}{P_0}=\frac{H}{R}\left(\frac1{T_0}-\frac1T\right). \tag{1}$$

Net evaporation stops when the partial pressure above the liquid reaches $P_{\rm sat}$, because molecules then return to the liquid as fast as they leave it. The source can therefore deliver a pressure $P$ only if $P_{\rm sat}(T)\ge P$. A carrier gas sweeps vapour away faster, but in this model it does not raise the saturation limit. Since $P_{\rm sat}$ rises with $T$, the lowest usable temperature $T_5$ is the one at which $P_{\rm sat}=5$ torr. Solving (1) for $1/T$,

$$\frac1{T_5}=\frac1{T_0}-\frac RH\ln5 .$$

With $R=8.31446$ J/(mol K) and $\ln5=1.60944$,

$$\frac1{T_5}=\frac1{373\ \mathrm K}-\frac{8.31446}{70\,000}\,(1.60944)\ \mathrm{K^{-1}},
\qquad T_5=401.6\ \mathrm K .$$

The source must be almost 29 K hotter than at 1 torr.

### (b) The half-life at that temperature

Let $n$ be the fraction of the stock still intact. First-order decomposition means

$$\frac{dn}{dt}=-k\,n,\qquad k(T)=A\,e^{-E/RT}.$$

At constant temperature $n=e^{-kt}$. Setting $n=1/2$ gives $kt_{1/2}=\ln2$, so

$$t_{1/2}(T)=\frac{\ln2}{A}\,e^{E/RT}. \tag{2}$$

Taking the logarithm and differentiating,

$$\frac{d\ln t_{1/2}}{dT}=-\frac{E}{RT^2}<0 . \tag{3}$$

The half-life falls at every temperature as the source is heated. Delivery sets a minimum temperature and survival sets a maximum, so it is enough to compare the two.

The temperature can be eliminated. Dividing (2) by its value at $T_0$ gives

$$\frac{t_{1/2}(T)}{t_{1/2}(T_0)}
=\exp\left[\frac ER\left(\frac1T-\frac1{T_0}\right)\right].$$

Equation (1) states that $1/T-1/T_0=-(R/H)\ln(P/P_0)$, where $P$ is the saturation pressure at $T$. The exponent becomes $-(E/H)\ln(P/P_0)$, and therefore

$$t_{1/2}(P)=t_{1/2}(P_0)\left(\frac P{P_0}\right)^{-r},
\qquad r=\frac EH . \tag{4}$$

The exponent $r$ compares how steeply decomposition and evaporation respond to temperature. Here $r=140/70=2$: doubling the pressure divides the half-life by four. If $r$ were close to zero, more pressure would cost little life. A large $r$ makes even a small increase in pressure expensive.

At the reference temperature $k(T_0)=2.4825\times10^{-7}\ \mathrm{s^{-1}}$, so

$$t_{1/2}(T_0)=\frac{0.6931}{2.4825\times10^{-7}\ \mathrm{s^{-1}}}
=32.3\ \text{days}.$$

The precursor just meets the monthly requirement at 1 torr. At 5 torr, equation (4) gives

$$t_{1/2}(T_5)=\frac{32.3\ \text{days}}{5^2}=1.29\ \text{days}=31\ \text{h}.$$

The direct route agrees: $E/RT_5=41.92$ gives $k(T_5)=6.206\times10^{-6}\ \mathrm{s^{-1}}$, and $\ln2/k(T_5)$ is again 31 h.

The proof is now complete. Any source that delivers at least 5 torr has $T\ge T_5$. By (3), its half-life is then at most $t_{1/2}(T_5)=1.29$ days, which is less than 30 days by a factor of 23. No temperature satisfies both requirements. $\square$

After 30 days at $T_5$ the intact fraction would be

$$e^{-k(T_5)\,(30\ \text{days})}=2^{-23.21}=1.0\times10^{-7}.$$

A half-life is also a lenient standard for a chemical source. The time to lose 5% follows from $e^{-kt}=0.95$:

$$t_{5\%}=\frac{-\ln0.95}{k(T_5)}=2.3\ \text{h}.$$

### (c) The month-limited pressure and the margins

Let $t_m=30$ days $=2.592\times10^6$ s. Setting $t_{1/2}=t_m$ in (2), multiplying by $A/\ln2$ and taking the logarithm gives

$$\frac{E}{RT_m}=\ln\frac{At_m}{\ln2},
\qquad
T_m=\frac{E}{R\ln(At_m/\ln2)}=373.6\ \mathrm K .$$

The corresponding pressure follows from (4). Setting $t_{1/2}(P_m)=t_m$ gives $(P_m/P_0)^r=t_{1/2}(P_0)/t_m$, and hence

$$P_m=P_0\left[\frac{t_{1/2}(P_0)}{t_m}\right]^{1/r}
=(1\ \text{torr})\sqrt{\frac{32.32}{30}}=1.04\ \text{torr}.$$

A 30-day half-life requires $T\le373.6$ K, whereas 5 torr requires $T\ge401.6$ K. These windows are separated by 28 K.

The conflict depends on the material parameters, so its margin matters. In each case below one parameter is changed and the others, including the reference point $(P_0,T_0)$, are held fixed.

**Barrier.** Changing $E$ does not change $T_5$. Requiring $t_{1/2}(T_5)=t_m$ in (2) gives

$$E_{\rm need}=RT_5\ln\frac{At_m}{\ln2}=150.5\ \mathrm{kJ/mol}.$$

An increase of 10.5 kJ/mol, or 7.5% of the stated barrier, would therefore be enough. This is a modest margin in energy, although the margin in time is a factor of 23, because the barrier stands in an exponent. If the barrier is 5 kJ/mol higher than stated, the half-life at 5 torr is 5.8 days; if it is 5 kJ/mol lower, 0.29 days. The conclusion survives an error of this size. At fixed $A$ and for a liquid treated as pure, it would not survive an underestimate of more than 10.5 kJ/mol; the residue feedback of part (e) widens this margin.

**Prefactor.** At fixed $T_5$ and $E$, the half-life is proportional to $1/A$. The prefactor would have to fall by the factor $t_m/t_{1/2}(T_5)=23.2$:

$$A_{\rm need}=\frac{10^{13}\ \mathrm{s^{-1}}}{23.2}=4.3\times10^{11}\ \mathrm{s^{-1}}.$$

When $E$ and $A$ come from a fit to the same rate data, their errors are usually linked. The two margins should not then be treated as independent. The quantity that decides the matter is the rate constant near 402 K.

**Vaporisation enthalpy.** A larger $H$ makes the pressure rise more steeply, so less heating is needed to reach 5 torr. Setting $t_{1/2}(5\ \text{torr})=t_m$ in (4) and taking logarithms,

$$\frac{E}{H_{\rm need}}\ln5=\ln\frac{t_{1/2}(P_0)}{t_m},
\qquad
H_{\rm need}=\frac{E\ln5}{\ln[t_{1/2}(P_0)/t_m]}\approx3000\ \mathrm{kJ/mol}.$$

This is more than forty times the stated value and is not a realistic remedy for a molecular liquid. The reason is visible in the denominator: the half-life at 1 torr exceeds 30 days by so little that almost no heating is allowed. A useful change in volatility must instead raise the pressure at a given temperature. At 373.6 K it would have to be 5 torr instead of 1.04 torr.

### (d) Heating for part of the day

The proof assumed a continuously hot stock. Now let it spend a fraction $f$ of each day at $T_5$ and the rest at 298 K, with negligible warming and cooling times. The decay law integrates to

$$\ln n(t)=-\int_0^t k\bigl(T(t')\bigr)\,dt'.$$

Over whole days the integral equals the elapsed time multiplied by the average rate constant. For half of the stock to remain after 30 days,

$$f\,k_5+(1-f)\,k_c=\frac{\ln2}{t_m},$$

where $k_5=k(T_5)$ and $k_c=k(298\ \mathrm K)$. Collecting the terms in $f$ and dividing by $k_5-k_c$,

$$f=\frac{\ln2/t_m-k_c}{k_5-k_c}.$$

The rate law gives $k_c=2.9\times10^{-12}\ \mathrm{s^{-1}}$, which is negligible beside the other terms. Thus

$$f\simeq\frac{\ln2}{k_5t_m}=\frac1{23.2}=4.3\%,$$

or 1.03 h per day. This treats the liquid as pure although half of it decomposes; with the residue of part (e) the total hot time is 16.8 h, or 0.56 h per day. The value of $k_c$ is an extrapolation to more than 100 K below $T_5$. A slow reaction with a lower barrier, or attack by traces of moisture, could dominate in the cold and would have to be added to $k_c$.

The same reasoning identifies a more practical escape. If the reservoir stays cool and small portions are vaporised on demand, each molecule is hot only briefly. For a transit of 1 s at $T_5$ the decomposed fraction is

$$1-e^{-k_5(1\ \mathrm s)}=6.2\times10^{-6},$$

provided that the vapour follows the same rate law and the walls do not catalyse the reaction. Within this model, the obstacle is the storage of hot liquid, not the brief passage of hot vapour.

### (e) Involatile residue and a rising source temperature

Start with $N_0$ precursor molecules and let $N$ remain. No vapour is withdrawn in this estimate. Each loss creates one dissolved residue molecule, so the liquid always contains $N_0$ molecules, and the precursor mole fraction is $x=N/N_0$. For an ideal solution, Raoult's law gives the precursor pressure as $xP_{\rm sat}(T)$. Keeping it at 5 torr requires

$$P_{\rm sat}(T)=\frac{5\ \text{torr}}x .$$

Because $k=\ln2/t_{1/2}$, equation (4) means that $k$ is proportional to $P_{\rm sat}^{\,r}$. Raising $P_{\rm sat}$ by the factor $1/x$ therefore changes the rate constant from $k_5$ to $k_5x^{-r}$. The decay law becomes

$$\frac{dx}{dt}=-k_5x^{-r}\,x=-k_5x^{1-r}.$$

Multiply by $r\,x^{r-1}$. The left side is then the derivative of $x^r$, and the right side is constant:

$$\frac{d(x^r)}{dt}=-r\,k_5,\qquad x^r=1-r\,k_5t,$$

where $x(0)=1$ fixes the constant of integration. Setting $x=1/2$,

$$t_{\rm half}=\frac{1-2^{-r}}{r\,k_5}. \tag{5}$$

For $r=2$ this is

$$t_{\rm half}=\frac{3}{8k_5}
=\frac{0.375}{6.206\times10^{-6}\ \mathrm{s^{-1}}}=16.8\ \mathrm h .$$

The time is 0.54 of the fixed-temperature half-life. By then the pure precursor would need a saturation pressure of 10 torr, and the source has reached 415 K. Decomposition lowers the delivered pressure, the correction raises the temperature, and the higher temperature speeds up decomposition.

In the limit $r\to0$, $2^{-r}\simeq1-r\ln2$, and (5) returns to $\ln2/k_5$: the feedback disappears when the rate constant hardly changes over the temperature rise needed to hold the pressure. For $r=2$, the formula formally predicts $x=0$ at $t=1/(2k_5)$. It cannot be trusted that far. At $x=0.01$ the pure precursor would already need a saturation pressure of 500 torr, which (1) places at 515 K, about 140 K above the reference point, where constant $H$ and an ideal solution are no longer safe assumptions. It serves here for the first half of the loss. Withdrawal of vapour would leave the residue behind and bring the liquid to $x=1/2$ sooner. The time until half of the initial charge has decomposed is then a different quantity and need not fall, because withdrawn molecules no longer decompose in the source.

## Size of the neglected effects

The inputs in this section are rough values chosen to show scale.

- **Temperature-dependent enthalpy.** Let the vaporisation enthalpy change by $-100$ J/mol for each kelvin above $T_0$. The pressure then rises less steeply, the source must be at 402.3 K, and the half-life falls from 1.29 to 1.21 days.
- **Pressure loss in the line.** If 1 torr is lost on the way, the source must supply 6 torr. Equation (4) gives $1.293\,(5/6)^2=0.90$ days, at a source temperature of 405.2 K.
- **Carrier-gas pressure.** Gas pressing on the liquid raises the precursor's saturation pressure by the Poynting factor $\exp(V_LP_{\rm gas}/RT)$, where $V_L$ is the liquid molar volume. For $V_L=300\ \mathrm{cm^3/mol}$ and 760 torr of gas, the increase is 0.9%. By (4), this lengthens the half-life by about 2%. Attraction between carrier-gas and precursor molecules in the vapour, not included here, can add an increase of similar size.
- **Non-ideal vapour.** With a second virial coefficient $B=-3000\ \mathrm{cm^3/mol}$, the compressibility factor differs from one by $BP/RT=-0.06\%$.

None of these approaches the missing factor of 23, and the two largest strengthen the conclusion. Temperature control matters more than the last two: equation (3) gives $E/(RT_5^2)=41.92/401.6=0.104$ per kelvin, so a source 1 K too hot loses about 10% of its half-life.

## Relation to real precursors

The numbers are illustrative and do not describe a particular compound. The assumed stability is low for a source kept hot for weeks: even at 373 K, a 5% loss takes only $25\times2.3$ h, a little over two days. The delivery pressure is also a choice: by (4), a process that can use 1 torr instead of 5 torr gains a factor of 25 in half-life. The assumption of a single first-order reaction with known $E$ and $A$ needs to be tested for a real vessel. At fixed $A$, a barrier error of 5 kJ/mol changes the half-life at 5 torr by a factor of 4.5; if instead the rate constant has been measured near 402 K, an error in $E$ is offset by the fitted $A$ and hardly matters. Autocatalysis by products, reaction at metal walls or a different mechanism in the liquid could change it by an amount this model cannot predict. An ageing test of the liquid in its actual container, near the intended source temperature, would measure the rate that matters. The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
Reference pressure: 1.0 torr
Reference temperature: 373.0 K
Vaporisation enthalpy: 70.0 kJ/mol
Decomposition barrier: 140.0 kJ/mol
Prefactor: 1.0e+13 1/s
Gas constant: 8.31446 J/(mol K)
Target pressure: 5.0 torr
Required half-life: 30.0 days = 2.5920e+06 s
Barrier/enthalpy ratio: 2.000 (no unit)
Natural log of pressure ratio: 1.60944 (no unit)
Rate constant at reference: 2.4825e-07 1/s
Half-life at reference: 32.32 days
Source temperature for target: 401.64 K
E/(RT) at target: 41.9236 (no unit)
Rate constant at target: 6.2062e-06 1/s
Half-life at target: 1.293 days = 31.0 h
Life reduction from reference: 25.00 times
Shortfall from 30 days: 23.21 times
Time to 5 percent loss: 2.30 h
Fraction left after 30 days: 1.03e-07 (no unit)
Maximum temperature for 30-day life: 373.62 K
Maximum pressure for 30-day life: 1.038 torr
Barrier needed for both: 150.50 kJ/mol
Barrier increase needed: 10.50 kJ/mol
Prefactor needed for both: 4.31e+11 1/s
Enthalpy needed for both: 3029 kJ/mol
Life with barrier 5 kJ/mol lower: 0.289 days
Life with barrier 5 kJ/mol higher: 5.78 days
Cold storage temperature: 298.0 K
Cold storage rate constant: 2.89e-12 1/s
Permitted hot fraction: 4.31 percent
Permitted hot time per day: 1.03 h
Vapour transit time: 1.0 s
Fraction lost in transit: 6.21e-06 (no unit)
Half-loss time with residue feedback: 16.8 h
Feedback/fixed-temperature life: 0.541
Feedback temperature at half loss: 415.37 K
Rough heat-capacity change: -100 J/(mol K)
Temperature with heat-capacity change: 402.28 K
Life with heat-capacity change: 1.209 days
Rough second virial coefficient: -3000 cm3/mol
Vapour compressibility correction: -0.060 percent
Rough liquid molar volume: 300 cm3/mol
Carrier pressure: 760 torr
Poynting pressure increase: 0.91 percent
Assumed line pressure drop: 1.0 torr
Source temperature with line drop: 405.16 K
Life with line drop: 0.898 days
```
